Why quickly quenched Stillinger-Weber silicon has too many fivefold atoms

Put one silicon atom at the centre of a square pyramid and give it five bonds of equal length. One bond points up. The other four point downwards, evenly spaced around the axis, each making the tetrahedral angle, whose cosine is −1/3, with the upright bond. The Stillinger-Weber potential charges each pair of bonds in proportion to (cos θ + 1/3)², so the four pairs that contain the upright bond are free. Six pairs remain among the lower bonds. Each lower bond has vertical component −1/3 and horizontal length squared 8/9. Neighbouring ones have perpendicular horizontal parts, and opposite ones have antiparallel parts:

cos θ(neighbouring) = 1/9 + 0 = 1/9
cos θ(opposite) = 1/9 − 8/9 = −7/9

Adding 1/3 gives 4/9 and −4/9, so all six pairs pay the same charge, 16/81. The total is

6 × 16/81 = 32/27 ≈ 1.185.

Four tetrahedral bonds pay nothing. The fivefold atom pays a finite charge, and it also owns one more attractive bond. Whether it is expensive depends on the balance of the two.

**The belief and its appeal**

The belief is this. The potential favours tetrahedral angles and has the diamond crystal as a low-energy state. If its liquid is cooled too fast to crystallize, the atoms should therefore freeze into a disordered network in which nearly every atom has four neighbours, as in amorphous silicon.

Each premise is sound. The error lies in the conclusion, which treats a preference as a constraint and absence of crystalline order as evidence of good local order.

**What the potential charges**

Measure lengths in σ = 2.0951 Å and energies in ε = 2.1683 eV. The energy is

E = Σ(pairs) f₂(r) + λ Σᵢ Wᵢ
f₂(r) = A(B/r⁴ − 1) exp[1/(r − a)]
Wᵢ = Σ(j<k) gⱼgₖ (cos θⱼₖ + 1/3)²
g(r) = exp[γ/(r − a)]

for r < a, and both functions vanish beyond a. Here A = 7.049556, B = 0.602225, a = 1.8 and γ = 1.2. The minimum of f₂ is −1. The ordinary strength is λ = 21. When λ is changed below, everything else in the potential is held fixed.

To find the least possible charge, let uⱼ be the unit vector from the central atom to neighbour j, and define

Q = Σⱼ gⱼ uⱼuⱼᵀ, V = Σⱼ gⱼuⱼ, S = Σⱼ gⱼ.

Expand the square, using cos θⱼₖ = uⱼ·uₖ:

(uⱼ·uₖ + 1/3)² = (uⱼ·uₖ)² + (2/3)uⱼ·uₖ + 1/9.

Multiply by gⱼgₖ and sum over all j and k. The three terms become Q:Q (the sum of squared elements of Q), (2/3)V² and S²/9. This sum counts each pair twice. It also contains the terms j = k, each equal to gⱼ²(1 + 1/3)² = (16/9)gⱼ². Removing these and halving gives

W = ½[Q:Q + (2/3)V² + S²/9 − (16/9)Σgⱼ²].

Since each uⱼ has unit length, the trace of Q is S. Three eigenvalues with sum S have squares that add up to at least S²/3, so Q:Q ≥ S²/3. Also V² ≥ 0. Therefore

W ≥ ½[S²/3 + S²/9 − (16/9)Σgⱼ²] = (2/9)S² − (8/9)Σgⱼ².

For z equal bonds, S = zg and Σgⱼ² = zg², so

W ≥ (2/9)z(z − 4)g².

Four bonds can reach zero, with the tetrahedron. Six can reach (8/3)g², with the octahedron: its twelve right angles cost 1/9 each and its three straight angles 4/9 each.

For five bonds the bound is (10/9)g² ≈ 1.111g², but it cannot be reached. Equality would need V = 0 and Q = (5g/3) times the unit matrix. Write the five unit vectors as the rows of a 5×3 matrix U. The columns of √(3/5)U would then be orthonormal, and orthogonal to the constant column with entries 1/√5. One further unit column c would complete a 5×5 orthogonal matrix. Its rows have unit length, so

3/5 + 1/5 + cᵢ² = 1, hence cᵢ = ±1/√5.

But c must be orthogonal to the constant column, so its five entries must add up to zero. An odd number of terms ±1/√5 cannot do that. A numerical search over directions gives a least value m₅ = 1.1852, which agrees with the 32/27 of the opening pyramid to the digits shown.

**How much the fifth bond pays back**

Assign half of each pair energy to each partner. An ideal fourfold atom then has energy 4 × ½ × (−1) = −2. A fivefold atom with equal bonds has

e₅(r) = (5/2)f₂(r) + λm₅g(r)².

Its toll relative to the fourfold atom is

Δ(λ) = minᵣ e₅(r) + 2.

At the best bond length r*, the derivative of e₅ with respect to r is zero. A small shift of r* therefore does not contribute to first order, and

dΔ/dλ = m₅g(r*)² > 0.

At λ = 21 the best length is 2.500 Å and the slope is 0.0491 eV per unit of λ. The angular charge itself is λ times this slope:

21 × 0.0491 eV = 1.03 eV.

Yet the toll is 0.201 eV. The difference, 0.83 eV, is the gain in pair energy. The fifth bond pays back about four fifths of the angular cost.

This near-cancellation makes the toll sensitive to λ. Raising λ by half, to 31.5, would add 10.5 × 0.0491 = 0.52 eV at fixed bond length, giving 0.72 eV. The bonds lengthen to 2.567 Å to avoid part of the charge, and the toll becomes 0.665 eV, 3.3 times its former value. In the other direction, it vanishes at λ = 17.07. Below that, the star with five equal bonds has a lower energy than the fourfold one. Equal lengths are a real restriction. If the lengths may differ, with none above 2.90 Å, the toll at λ = 21 falls to about 0.07 eV or less: four bonds stay near 2.40 Å and the fifth stretches to the limit. The toll then vanishes near λ = 18.5 instead of 17.07.

The toll is a local estimate, not a defect formation energy. In a solid the bonds need not be equal, the neighbours have angles of their own, and a fourfold atom is itself strained. Nor does the toll determine how many fivefold atoms survive a quench. That has to be simulated.

**The count**

Two independent melts of 216 atoms were prepared with λ = 21 in a periodic cube of side 16.293 Å, at a density of 2.329 g/cm³, equal to that of the model crystal. Each started from diamond positions and was held at 6000 K for 1.6 ps and at 3000 K for 1 ps. The squared Bragg amplitude, averaged over the {111} and {220} directions, had then fallen from 0.800 to at most 0.0031, so the original lattice had been lost.

Each melt was cooled at fixed volume by a Langevin thermostat of 200 fs damping time, whose temperature fell linearly from 3000 to 300 K in 4.0 ps. The thermostat's rate is 2700 K/4.0 ps = 6.75 × 10¹⁴ K/s. The atoms lag behind it: in a 512-atom cell cooled this way at λ = 21, they were still at about 470 K when the thermostat reached 300 K. The same two melts, cooling schedule and random thermostat forces were used for each λ, so a larger λ acts only from the start of the quench; no melt was prepared with it. Afterwards the atoms were moved towards a nearby energy minimum, so that thermal vibration does not blur the count. The relaxation stopped at residual force components of about 0.004 eV/Å, which is not full convergence. In an additional 216-atom melt, prepared slightly faster and quenched at λ = 21, tightening this to 10⁻⁴ eV/Å moved the fivefold fraction from 43.5 % to 46.8 %, the energy above the crystal from 0.287 to 0.282 eV per atom and the pressure from −4.67 to −3.95 GPa. The values below carry shifts of this size. Two atoms are called bonded if they are closer than 2.90 Å.

With λ = 21, the two networks contain 99 and 93 fivefold atoms. The fraction is

(99 + 93)/432 = 44.4 %.

An ideal fourfold network has none, so all of these are excess. Threefold atoms make up 0.5 %, and atoms with more than five neighbours 3.5 %. The mean coordination is 4.509. Bond angles have a standard deviation of 21.3°, whereas a perfect diamond crystal would have zero. The solid is disordered, but only 51.6 % of its atoms are fourfold. One 512-atom cell, cooled in the same way, gave 40.4 % fivefold atoms and an angular spread of 20.6°. The fivefold fraction is thus uncertain by at least about 4 percentage points, from cell size and sampling together.

Strengthening the three-body term for the quench and the final relaxation changes this:

λ = 26.25: 30 and 36 fivefold atoms, or 15.3 %
λ = 31.5: 13 and 18 fivefold atoms, or 7.2 %

From λ = 21 to 31.5 the fraction falls by 37.3 percentage points. If atoms are treated as independent, the standard error of this difference is 2.7 points. Atoms in one network are correlated, so that error is a guide, but the fall occurs in both melts. The bond cutoff matters more for the absolute count. At 2.75 Å the fractions are 26.2 % and 3.7 %; at 3.05 Å they are 50.2 % and 9.5 %. At all three cutoffs λ = 21 gives the larger fraction, while a statement such as "44 % fivefold" has no meaning without its cutoff.

The mean coordination at λ = 31.5 is 4.037, which looks nearly ideal. It hides cancellation: 7.2 % fivefold atoms are partly offset by 3.0 % threefold atoms, whose share has risen. The angular spread is still 13.4°. By these measures the stronger term gives a network closer to the fourfold ideal, but not a perfect one.

**Is it the potential or the quench?**

The two influences can be separated by making a network with one λ and then relaxing it, without heating, with the other. The fivefold fractions are:

made at 21, relaxed at 21: 44.4 %
made at 21, relaxed at 31.5: 10.9 %
made at 31.5, relaxed at 21: 19.4 %
made at 31.5, relaxed at 31.5: 7.2 %

The second line is striking. In these two networks most of the excess disappears by static relaxation, with no new quench. Many fifth neighbours in the ordinary network are thus not locked in place: a stronger angular force pushes them past the bond cutoff. The remaining difference between 10.9 % and 7.2 % is about two binomial standard errors, too small to establish a separate benefit of quenching with the stronger term when the final relaxation also uses it. The size of the drop varies between samples, however. In a third melt, prepared slightly faster, relaxation at 31.5 lowered the fraction only from 37.5 % to 20.4 %, while a direct quench at 31.5 gave 7.9 %. In a fourth melt the two routes gave nearly the same result, 13.0 % and 12.0 %. By the count alone, the size of a separate benefit is therefore not settled by these samples. The count is not the whole story: in the additional melt, static relaxation at 31.5 left 14.4 % fivefold atoms against 4.2 % for the direct quench, and the relaxed network lay 0.531 eV per atom above the crystal against 0.443 eV under the same λ = 31.5. Pushing fifth neighbours past the cutoff left a more strained network there.

The third line shows the converse. Under the ordinary potential some fifth neighbours return, but the fraction stays 25.0 points below that of the direct quench. With λ = 21 as the final potential, the history matters a great deal. There is thus no single division of the improvement into a "potential part" and a "quench part"; it depends on which potential is used to judge the result.

Energies complete the argument. Under the same λ = 21 potential and at the same volume, the directly quenched networks lie 0.288 eV per atom above the crystal, and those made with λ = 31.5 lie 0.256 eV above it. Ordinary Stillinger-Weber silicon therefore possesses disordered minima that have both fewer fivefold atoms and lower energy than those the quench found. The potential does not forbid a better network; this quench fails to reach it. Part of the energy gap is elastic, because the directly quenched networks are under tension at this volume (see below). In the additional melt the gap was 0.027 eV per atom at equal volume and 0.015 eV after both networks were relaxed to zero pressure.

By contrast, the energies of networks judged by different λ should not be used to rank them. At λ = 31.5 the directly quenched network lies 0.447 eV per atom above the crystal, more than at λ = 21, although it has fewer defects. The crystal pays no angular charge, so its energy does not change with λ, whereas a given set of distorted angles costs more as λ rises. The same λ = 31.5 networks lie only 0.256 eV per atom above the crystal once they are relaxed at λ = 21.

The angular charge is visible within the ordinary network too. The mean three-body energy is 1.101 eV for fivefold atoms and 0.552 eV for fourfold ones. These energies include every neighbour within the 3.77 Å range of the potential, not only the bonded ones. For fourfold atoms, more than half of the energy comes from pairs that involve a neighbour beyond the 2.90 Å bond cutoff. The surroundings of a fourfold atom are thus far from the zero of an isolated ideal tetrahedron, which is one reason why the isolated-star toll cannot be read as the cost of a defect in this solid.

**Rate, density and the real material**

Lowering the thermostat temperature four times faster, in 1.0 ps, raises the fivefold fraction at λ = 21 from 44.4 % to 50.9 %. The change is only about two binomial standard errors, however, and in the fourth melt mentioned above it went the other way, from 50.0 % to 46.8 %. These runs therefore establish no effect of rate between 1.0 and 4.0 ps. The result applies to picosecond quenches; much slower cooling could give a different count.

Fixed volume is another condition. After relaxation the λ = 21 networks have a pressure of −4.89 GPa: they are under tension and would contract if released. Those at λ = 31.5 have +3.58 GPa and would expand. The comparison is therefore at equal density, not equal pressure. Expanding the λ = 21 cells by 1.8 % in volume and relaxing them again changes the fivefold fraction only to 43.8 %. This step is opposite to the contraction that would relieve the tension, so it tests only the sensitivity to a lower density. In the additional melt, relaxation to zero pressure contracted the λ = 21 cell by 3.9 % in volume and changed its fivefold fraction from 43.5 % to 40.7 %; the λ = 31.5 cell, which started at +5.0 GPa, expanded by 4.7 % and went from 4.2 % to 4.6 %. The contrast thus survived there, though the pressures themselves vary by more than 1 GPa between samples. No quench at zero pressure was made.

The time scale is relevant to ion implantation, where an ion can leave a small, very hot region in cold silicon. For a spike of radius R = 3 nm and a heat diffusivity D = 0.01 cm²/s, a rough value for disordered silicon, the cooling time is of order

R²/(4D) = (3 × 10⁻⁷ cm)²/(0.04 cm²/s) ≈ 2.3 ps,

the same order of magnitude as the 4.0 ps quench. It is not the time for a tenfold fall in temperature: after 2.3 ps the centre of a uniformly heated sphere still keeps about 43 % of its excess temperature, and a fall to one tenth takes about 8 ps. Crystalline silicon has a diffusivity roughly ten or more times larger, and so has molten silicon, which is metallic (roughly 0.2 cm²/s). With D between 0.1 and 0.25 cm²/s the fall to one tenth takes only 0.8 to 0.3 ps, faster than any quench run here. A diffusion law is itself only a rough guide over 3 nm and a few picoseconds. Real amorphous silicon, particularly after annealing, has a mean coordination slightly below four and an angular spread of roughly 10°. By that standard the λ = 21 network is far too highly coordinated, and the λ = 31.5 network is closer but still too disordered. A real spike is also surrounded by crystal, on which atoms can regrow, and has steep temperature gradients; the periodic cell has neither. Neither the effect of cooling time nor that of the crystalline surroundings has been sized here.

Classical motion is a smaller concern at high temperature. With the model crystal's Einstein temperature of 596 K, the quantum vibrational energy exceeds the classical value by 1.3 % at 1500 K, though by 31 % at 300 K. A larger omission is electronic: silicon becomes metallic on melting, and a fixed classical potential cannot describe that change in bonding. Raising λ does not supply the missing physics. It is a controlled change of the model, and using it to prepare samples requires separate checks of the elastic, vibrational and melting properties that matter for the intended use.

A quenched sample should therefore be judged by its fivefold and threefold fractions together, at a stated cutoff, and by its angular spread. The numerical output below gives these for each λ. Loss of crystalline order, by itself, is compatible with nearly half the atoms having five neighbours.

Table of computed values

```
SW eps 2.1683 eV, sigma 2.0951 A, a 1.8, gamma 1.2
atoms per cell 216, melts 2, side 16.293 A
density 2.329 g/cm3, time step 2.0 fs
quench 3000 to 300 K in 4.0 ps
cooling rate 6.75e+14 K/s
melt Bragg order 0.0031 (crystal 0.800)
energy spread without thermostat 0.38 meV/atom
largest residual force component 0.0041 eV/A
least angular penalty z=4,5,6: 0.0000 1.1852 2.6667
general bound for z=5: 1.1111
lam 21.0: equal-bond toll 0.201 eV, bond 2.500 A
lam 26.25: equal-bond toll 0.446 eV, bond 2.535 A
lam 31.5: equal-bond toll 0.665 eV, bond 2.567 A
toll vanishes at lam 17.07
toll slope at lam 21: 0.0491 eV per unit lam
lam 21.0: fivefold atoms per melt 99, 93
  z=3,4,5: 0.5 51.6 44.4 %
  z<3: 0.0 %, z>5: 3.5 %
  mean z 4.509, angle width 21.3 deg
  pressure -4.89 GPa
  energy above crystal 0.288 eV/atom
lam 26.25: fivefold atoms per melt 30, 36
  z=3,4,5: 1.9 82.9 15.3 %
  z<3: 0.0 %, z>5: 0.0 %
  mean z 4.134, angle width 15.6 deg
  pressure 1.05 GPa
  energy above crystal 0.370 eV/atom
lam 31.5: fivefold atoms per melt 13, 18
  z=3,4,5: 3.0 89.6 7.2 %
  z<3: 0.2 %, z>5: 0.0 %
  mean z 4.037, angle width 13.4 deg
  pressure 3.58 GPa
  energy above crystal 0.447 eV/atom
fivefold drop, lam 21 to 31.5: 37.3 points
binomial standard error of drop: 2.7 points
cutoff 2.75 A: fivefold 26.2 % (lam 21), 3.7 % (31.5)
cutoff 2.90 A: fivefold 44.4 % (lam 21), 7.2 % (31.5)
cutoff 3.05 A: fivefold 50.2 % (lam 21), 9.5 % (31.5)
three-body energy at lam 21: fourfold 0.552 eV
three-body energy at lam 21: fivefold 1.101 eV
made at 31.5, relaxed at 21: fivefold 19.4 %
  its energy above crystal 0.256 eV/atom
made at 21, relaxed at 31.5: fivefold 10.9 %
lam 21, quench in 1.0 ps: fivefold 50.9 %
lam 21, volume +1.8 %: fivefold 43.8 %
spike radius 3.0 nm, heat diffusivity 0.01 cm2/s (rough)
spike cooling time 2.25 ps
Einstein temperature 596 K
quantum/classical vibrational energy: 1.309 at 300 K, 1.013 at 1500 K
```
